Time-Step Errors of Crank-Nicolson and Fourth-Order Taylor Propagation, part 2

The problem is to propagate a state ψ, a column of complex numbers with norm ‖ψ‖ = (ψ†ψ)^(1/2), in time steps dt > 0 under

iħ dψ/dt = Hψ.  (1)

H is a Hermitian matrix, constant in time unless stated otherwise, with real eigenvalues E_j. Each defines a dimensionless number

x_j = E_j dt/ħ.  (2)

The index is dropped for a single eigenstate. One numerical step takes ψ to ψ′ and multiplies the coefficient of an eigenstate by

g(x) = |g(x)| exp(−ix + iδ(x)).  (3)

For positive E, a positive δ means that the numerical phase lags behind the exact one. A prime on H, unlike that on ψ, denotes a time derivative.

With A = H dt/(2ħ) and D = 1 + iA, so that D† = 1 − iA, the Crank-Nicolson (CN) step is

ψ′ = Uψ,  U = D⁻¹D†.  (7)

It is unitary for every dt. Over a time T, the relative phase of two states a and b, with E_b > E_a, lags to leading order by

Λ = (E_b³ − E_a³) dt²T/(12ħ³).  (17)

In the example, one electron of mass m moves in a harmonic well with ħω = 1 eV, on 41 points from −10 to 10 Å with spacing h = 0.5 Å. The wave function vanishes at the next point beyond either end. The kinetic energy is the three-point difference −(ħ²/2mh²)(ψ_(k+1) − 2ψ_k + ψ_(k−1)), where k numbers the grid points. The constants are ħ = 0.658212 eV fs and ħ²/m = 7.6200 eV Å². The initial state is an equal superposition of the two lowest levels, E₀ = 0.49898 eV and E₁ = 1.49491 eV, followed for T = 100 fs.

With dt = 0.1 fs, or 1000 steps, (17) gives a Crank-Nicolson lag of 0.940 rad. With the "centred zero", the zero of energy moved to 0.99694 eV, midway between these two levels, it gives 0.0722 rad.

## Fourth-order Taylor: stability limit and choice of method

The symbols are those of the first half: H is Hermitian with eigenvalues E_j, x = E dt/ħ, and one step multiplies the coefficient of an eigenstate by g(x) = |g| exp(−ix + iδ). A method is stable if and only if |g(x_j)| ≤ 1 for every eigenvalue. Crank-Nicolson has |g| = 1 for every dt and the phase lag x³/12 per step to leading order. Over a time T its lag for a transition from a to b is (E_b³ − E_a³)dt²T/(12ħ³), which is least when the zero of energy lies midway between the two levels. The example is one electron in a harmonic well with ħω = 1 eV, on 41 grid points of spacing h = 0.5 Å, with E₀ = 0.49898 eV and E₁ = 1.49491 eV.

The fourth-order Taylor step truncates the exponential series:

ψ′ = Σ_(k=0..4) (1/k!) (−iH dt/ħ)ᵏ ψ.  (20)

It needs four applications of H and no linear solve. Each power of H acts on an eigenstate as the same power of E. With (−i)² = −1, (−i)³ = i and (−i)⁴ = 1, the factor is

R(x) = 1 − ix − x²/2 + ix³/6 + x⁴/24.  (21)

Its real part is 1 − x²/2 + x⁴/24 and its imaginary part is −(x − x³/6). Their squares are

(1 − x²/2 + x⁴/24)² = 1 − x² + (1/4 + 1/12)x⁴ − x⁶/24 + x⁸/576,

(x − x³/6)² = x² − x⁴/3 + x⁶/36.

In the sum the terms in x² cancel. Those in x⁴ also cancel, because 1/4 + 1/12 = 1/3. The terms in x⁶ give −1/24 + 1/36 = −1/72. Therefore

|R(x)|² = 1 − x⁶/72 + x⁸/576 = 1 + x⁶(x² − 8)/576.  (22)

Since x⁶ is never negative, |R| ≤ 1 if and only if x² ≤ 8. This must hold for every eigenvalue, and the one of largest modulus decides:

dt ≤ 2√2 ħ/max_j|E_j|.  (23)

This is a condition on the modulus. For a Hamiltonian whose deepest level lies further below zero than its highest level lies above, the deepest level sets the limit. The program tests such a case: it finds the largest stable step of a random Hermitian matrix from the norm of the matrix polynomial, and the result agrees with (23).

Equality in (23) is allowed. At x = 2√2 the real part of R is 1 − 4 + 8/3 = −1/3 and the imaginary part is −2√2(1 − 4/3) = 2√2/3, so |R|² = 1/9 + 8/9 = 1. The mode neither grows nor decays. Its phase is wrong, however: the exact factor exp(−2√2 i) is about −0.95 − 0.31i, while R is about −0.33 + 0.94i.

Inside the limit the step is stable but not unitary, because |R| < 1 for 0 < |x| < 2√2. The strongest damping is found by setting the derivative of x⁸ − 8x⁶ to zero, 8x⁷ − 48x⁵ = 0, which gives x² = 6. There

|R|² = 1 + 216 × (−2)/576 = 1/4,

and the amplitude is halved in each step.

For small x, both errors follow from the terms that the truncation omits. Since (−i)⁵ = −i and (−i)⁶ = −1,

exp(−ix) − R(x) = −ix⁵/120 − x⁶/720 + O(x⁷).

Multiplying by exp(ix) and solving for the ratio of numerical to exact factor gives

R(x) exp(ix) = 1 + (ix⁵/120 + x⁶/720)(1 + ix) + O(x⁷).

The product of ix⁵/120 with ix contributes −x⁶/120. Since 1/720 − 6/720 = −1/144,

R(x) exp(ix) = 1 + ix⁵/120 − x⁶/144 + O(x⁷).  (24)

To leading order the phase lag is x⁵/120 per step and the relative loss of amplitude is x⁶/144. The second agrees with (22), because the square root of 1 − x⁶/72 is 1 − x⁶/144 to this order. Over a time T, with T/dt steps,

phase lag = E⁵dt⁴T/(120ħ⁵),  (25)

amplitude loss = E⁶dt⁵T/(144ħ⁶).  (26)

Both depend on the zero of energy. To this order, two levels lose the same fraction of their amplitude only if they lie equally far from the zero. Otherwise, renormalizing the state restores its total norm but not the ratio of their populations.

On a grid the stability limit can be set by states that the electron hardly occupies. For the three-point kinetic energy K on the grid, with ψ zero beyond the ends, rearranging the sum gives

ψ†Kψ = (ħ²/2mh²) Σ_k |ψ_(k+1) − ψ_k|².  (27)

The inequality |a − b|² ≤ 2|a|² + 2|b|² applies to each difference. Every grid point occurs in two differences, so the sum is at most 4‖ψ‖², and K has no eigenvalue above 2ħ²/(mh²). It has none below zero, because (27) is not negative. With a potential V ≥ 0 whose largest grid value is V_max, all eigenvalues of H are then non-negative and

E_max ≤ 2ħ²/(mh²) + V_max.  (28)

This gives a safe step without any diagonalization. If the kinetic term dominates, the step is

dt ≈ 2√2 ħ × mh²/(2ħ²) = √2 mh²/ħ.  (29)

This is an estimate and not a safe step, because it omits V_max: for the example below it gives 0.0305 fs, about 5 per cent above the actual limit. Halving the grid spacing divides the permitted step by about four, even if the motion of interest is unchanged. On a cubic grid in three dimensions each direction contributes its own 2ħ²/(mh²), and the permitted step is a third of (29).

In the example the kinetic part of the bound is 2 × 7.6200/0.25 = 60.96 eV. The potential (ħω)²x²/(2ħ²/m), with x here the position, reaches 100/(2 × 7.6200) = 6.56 eV at 10 Å. The sum is 67.52 eV, and the safe step is 2.8284 × 0.658212/67.52 = 0.0276 fs. The highest eigenvalue itself is 64.106 eV, which gives the actual limit 0.0290 fs. The occupied levels lie at 0.5 and 1.5 eV, so the state that sets the step has more than forty times their energy.

With dt = 0.025 fs, 4000 steps cover 100 fs. For the upper level x = 0.05678. Then x⁵ = 5.90 × 10⁻⁷, and the predicted lag over the run is 4000 × 5.90 × 10⁻⁷/120 = 1.97 × 10⁻⁵ rad. With x⁶ = 3.35 × 10⁻⁸, the predicted loss of amplitude is 4000 × 3.35 × 10⁻⁸/144 = 9.3 × 10⁻⁷. The propagated state shows 1.965 × 10⁻⁵ rad and 9.30 × 10⁻⁷, each within about 0.1 per cent of the unrounded leading-order value. The mean position at the end agrees with the exact grid value, 1.6967 Å, to all printed digits.

A step 5 per cent above the limit, dt = 0.0305 fs, behaves quite differently. The highest state now has x = 1.05 × 2√2 = 2.970, hence x² = 8.820 and x⁶ = 686, and (22) gives

|R|² = 1 + 686 × 0.820/576 = 1.977,  |R| = 1.406.

The initial state consists of the two lowest eigenvectors. In exact arithmetic it has no component along the growing states and would remain bounded, so the growth must start from rounding errors. The norm first exceeded 2 at step 115, after 3.5 fs. In that many steps the highest mode grows by a factor 1.406¹¹⁵ ≈ 10¹⁷, which fits a seed of the size of double-precision rounding. The step number depends on the details of the arithmetic. The growth rate does not: late in the run the measured factor per step was 1.406. A run that looks sound for its first hundred steps may therefore still be unstable, and comparing dt with (23) is a safer check than watching the norm for a short time.

The limit can be raised by moving the zero of energy to the centre of the spectrum, (E_max + E_min)/2. The largest modulus is then (E_max − E_min)/2, and (23) becomes

dt ≤ 4√2 ħ/(E_max − E_min).  (30)

For the example this is 5.657 × 0.658212/63.607 = 0.0585 fs, twice the former limit. The gain in stability is paid for in accuracy, because the low states that carry the physics now lie at one end of the spectrum. At dt = 0.05518 fs the ground state, 31.80 eV below the new zero, has x = −31.80 × 0.05518/0.658212 = −2.67. Its amplitude is multiplied by 0.666 in each step, and after ten steps less than 2 per cent is left. A zero near the occupied levels serves accuracy, and a zero at the centre of the spectrum serves stability. For Crank-Nicolson there is no such conflict, since it has no stability limit.

The choice between the methods depends on the phase error that can be accepted and on the cost of a linear solve. Let the tolerance for the transition lag over the run be η. With dt = T/N in the Crank-Nicolson formula, the lag is (E_b³ − E_a³)T³/(12ħ³N²), and to leading order the number of steps must satisfy

N_CN ≥ [(E_b³ − E_a³)T³/(12ħ³η)]^(1/2).  (31)

The lag of 0.940 rad found with 1000 steps scales as 1/N². For η = 0.01 rad this requires 1000 × (94.0)^(1/2), or 9696 steps. With the centred zero the lag is 0.07217 rad with 1000 steps, and 1000 × (7.217)^(1/2) gives 2687 steps. The program ran both cases: the tolerance was met with these numbers of steps and missed with 10 per cent fewer.

The Taylor run used 4 × 4000 = 16000 applications of H. If one Crank-Nicolson step costs as much as C applications of H, the two methods cost the same when

C = 4N_Taylor/N_CN.  (32)

This is 16000/9696 = 1.65 with the original zero and 16000/2687 = 5.95 with the centred one. Crank-Nicolson is the cheaper method if its step costs less than this.

An estimate of C is possible for the one-dimensional grid. Since D† = 2 − D, the step matrix is

U = D⁻¹(2 − D) = 2D⁻¹ − 1,  (33)

so that a step needs one solve with D and a simple combination of vectors. D is tridiagonal. With its factors stored, forward substitution takes one multiplication per grid point and back substitution two, of which two are between general complex numbers, at four real multiplications each, and one is by the purely imaginary off-diagonal element of D, at two. That makes ten real multiplications per point. Applying the real tridiagonal H to a complex vector takes three products of a real and a complex number, or six real multiplications; if the equal off-diagonal elements are taken out as a common factor, it takes four. By this count C is between 10/6 ≈ 1.7 and 10/4 = 2.5. It ignores additions, scaling of vectors and memory traffic, and it is not a timing. On this basis Taylor wins with the original zero and Crank-Nicolson wins with the centred one. The first outcome is narrow, since 10/6 exceeds 1.65 by only 1 per cent, and the costs left out of the count can overturn it in an actual code. The Taylor step of 0.025 fs is shorter than it needs to be: at the stability limit 3444 steps cover the run, the break-even values become 4 × 3444/9696 = 1.42 and 4 × 3444/2687 = 5.13, and the outcome is the same. By this count the shift of the zero, which changes no physics, reverses the choice; for a given code C has to be measured.

In three dimensions D is no longer tridiagonal, and the system can be solved by iteration. If each iteration applies H once, C is at least the number of iterations, and in a case with the break-even value 5.95 the solver would have to converge in five.

The trends follow from inserting the Taylor step count at the stability limit, N_Taylor = T max|E|/(2√2 ħ), and (31) into (32). The factor 4/(2√2) is √2, and the powers of T and ħ combine to

C = √2 max|E| {12ħη/[(E_b³ − E_a³)T]}^(1/2).  (34)

Here max|E| refers to the zero used for the Taylor run and the cubes to the zero used for Crank-Nicolson. For the example (34) gives 1.42 and 5.13, the values for a Taylor step at the limit. A finer grid raises max|E| and favours Crank-Nicolson, provided that the solve does not become more expensive relative to an application of H. A tighter tolerance or a longer run favours Taylor. Formula (34) holds while stability, not accuracy, limits the Taylor step. In the example, with the Taylor step at the stability limit, (25) gives the upper level a lag of 3.6 × 10⁻⁵ rad over the run. This is about 280 times smaller than η, so the condition is well met. For tolerances so tight that accuracy limits both methods, (25) makes N_Taylor grow as η^(−1/4) while N_CN grows as η^(−1/2), and C falls as η^(1/4).

These comparisons assume a constant H. If H varies in time and its midpoint value is used in (20), each step still has norm at most one as long as (23) holds for that midpoint matrix, and the product of the steps is stable. The accuracy, however, is no longer of fourth order. With H expanded about the midpoint t_m, the term linear in the offset integrates to zero, and the quadratic term leaves

∫ H dt = H(t_m) dt + H″(t_m) dt³/24 + …,  (35)

where the integral runs over one step and H″ is the second time derivative. The omitted term is of order dt³ per step, the same order as the Crank-Nicolson phase error. A second term of this order comes from time ordering. The second-order term of the exact step is (−i/ħ)²∫∫ H(t₁)H(t₂) over t₁ > t₂. It differs from ½(−i/ħ)²(∫H dt)² by −(1/2ħ²)∫∫ [H(t₁), H(t₂)] over the same region. With H linear in the offset, the commutator is (t₂ − t₁)[H(t_m), H′(t_m)], and t₂ − t₁ integrates to −dt³/6, so the difference is dt³[H(t_m), H′(t_m)]/(12ħ²). It remains even when H″ = 0, unless H and H′ commute. More terms in the Taylor polynomial remove neither error, since they refine the exponential of a matrix that is itself in error.

Table of computed values

```
hbar: 0.658212 eV fs
hbar^2/m: 7.6200 eV angstrom^2
oscillator quantum: 1.0 eV
grid spacing: 0.5 angstrom
grid points: 41
total time: 100 fs
ground level E0: 0.49898 eV
first excited level E1: 1.49491 eV
highest grid level: 64.106 eV
kinetic part of bound, 2 hbar^2/(m h^2): 60.960 eV
largest potential on grid: 6.562 eV
bound on highest level: 67.521 eV
Taylor limit from highest level: 0.02904 fs
Taylor limit from bound: 0.02757 fs
CN step: 0.100 fs
CN number of steps: 1000
x for E1 in CN step: 0.22712 rad
CN lag of E1 per step, measured: 9.6879e-04 rad
CN lag of E1 per step, x^3/12: 9.7627e-04 rad
top state exact phase per CN step: 9.739 rad
top state CN phase per step: 2.737 rad
CN norm drift over run: 2e-15
CN transition lag, measured: 0.9325 rad
CN transition lag, formula: 0.9400 rad
centred zero of energy: 0.99694 eV
centred CN transition lag, measured: 0.07211 rad
centred CN transition lag, formula: 0.07217 rad
Taylor step: 0.025 fs
Taylor number of steps: 4000
x for E1 in Taylor step: 0.05678 rad
Taylor lag of E1 over run, measured: 1.965e-05 rad
Taylor lag of E1 over run, formula: 1.967e-05 rad
Taylor amplitude loss of E1, measured: 9.304e-07
Taylor amplitude loss of E1, formula: 9.308e-07
mean position at end, exact: 1.6967 angstrom
mean position at end, CN: 1.7793 angstrom
mean position at end, centred CN: 1.7612 angstrom
mean position at end, Taylor: 1.6967 angstrom
unstable Taylor step: 0.03049 fs
x for top state in unstable step: 2.9698 rad
norm growth per unstable step, measured: 1.4060
norm growth per unstable step, formula: 1.4060
first unstable step with norm above 2: 115
Taylor limit, centred spectrum: 0.05854 fs
wide step for centred spectrum: 0.05518 fs
ground amplitude factor per wide step: 0.6662
transition phase tolerance: 0.01 rad
CN steps needed: 9696
centred CN steps needed: 2687
H applications in Taylor run: 16000
break-even cost of CN step: 1.65 H applications
break-even cost of centred CN step: 5.95 H applications
```
